# Cylindrical hyperlens: conserved angular order and the shrinking of mask patterns, part 2

A ring $a<r<b$ surrounds a resist core of permittivity $\varepsilon_c$, with a mask at $r=b$. The ring has permittivities $\varepsilon_r$ along the radius and $\varepsilon_\theta$ along the circle, independent of $\theta$. The magnetic field $H$ points along the axis, nothing varies along the axis, and fields vary as $e^{-i\omega t}$. With $k_0=\omega/c$,

$$E_r=\frac{i}{\omega\varepsilon_0\varepsilon_r}\frac1r\partial_\theta H,\qquad E_\theta=-\frac{i}{\omega\varepsilon_0\varepsilon_\theta}\partial_rH. \tag{1}$$

$$\frac1r\partial_r\!\left(\frac r{\varepsilon_\theta}\partial_rH\right)+\frac1{r^2}\partial_\theta\!\left(\frac1{\varepsilon_r}\partial_\theta H\right)+k_0^2H=0. \tag{3}$$

The first derivation wrote $H=\sum_mF_m(r)e^{im\theta}$ and found that orders do not mix:

$$\frac1r\left(\frac{rF_m'}{\varepsilon_\theta}\right)'-\frac{m^2}{r^2\varepsilon_r}F_m+k_0^2F_m=0. \tag{4}$$

$$\Lambda(r)=\frac{2\pi r}{|m|},\qquad \frac{\Lambda(a)}{\Lambda(b)}=\frac ab . \tag{5}$$

For a fixed total mask field $H(b,\theta)=\sum_mh_me^{im\theta}$, reflected waves included,

$$H(a,\theta)=\sum_mT_mh_me^{im\theta},\qquad T_m=\frac{F_m(a)}{F_m(b)} . \tag{6}$$

The core requires $aF'=(\varepsilon_\theta/\varepsilon_c)D_mF(a)$ on the ring side, where $D_m=xJ_m'(x)/J_m(x)$, $x=k_0\sqrt{\varepsilon_c}\,a$ and $J_m$ is the Bessel function. Let $L=\ln(b/a)$ and $s=\sqrt{-\varepsilon_\theta/\varepsilon_r}$. In a ring much smaller than the wavelength, patterns turn by $sL$ in either sense, and for $m>0$

$$T_m\approx\frac1{\cos msL+q\sin msL},\qquad q=\frac{\varepsilon_\theta}{\varepsilon_cs}. \tag{8}$$

The example has $a=240$ nm, $b=480$ nm, wavelength 365 nm, $k_0=0.0172$ nm$^{-1}$, resist index 1.7 ($\varepsilon_c=2.89$) and mask orders $\pm12$, with field period 126 nm at $a$. Its ring consists of equally thick metal and dielectric films, $\varepsilon_m=-2.4+0.25i$ and $\varepsilon_d=3.2$. The effective medium, which averages over the films, has $\varepsilon_\theta=0.40+0.125i$ and $\varepsilon_r=-16.9+7.3i$; without loss, $\varepsilon_\theta=0.40$ and $\varepsilon_r=-19.2$.

The second derivation obtains the same shrinking from the motion of a short wave packet. For the rays, the ring is taken as lossless and uniform, with $\varepsilon_r<0<\varepsilon_\theta$.

### The conserved quantity

Write $H=Be^{i\psi}$, where the phase $\psi$ changes much faster than the amplitude $B$ or the radius. To leading order each derivative in (3) acts on the phase. With $p_r=\partial_r\psi$ and $p_\theta=\partial_\theta\psi$,

$$G\equiv\frac{p_r^2}{\varepsilon_\theta}+\frac{p_\theta^2}{r^2\varepsilon_r}-k_0^2=0. \tag{10}$$

The radial wave number is $k_r=p_r$, while the wave number along the circle is $k_\theta=p_\theta/r$, because an angle $d\theta$ spans a length $r\,d\theta$.

Equation (10) holds at every point, so its total derivative with respect to $\theta$ vanishes. Since $\partial_\theta p_r=\partial_rp_\theta$ (both are $\partial_r\partial_\theta\psi$),

$$\frac{\partial G}{\partial p_r}\,\partial_rp_\theta+\frac{\partial G}{\partial p_\theta}\,\partial_\theta p_\theta+\frac{\partial G}{\partial\theta}=0 .$$

Define a ray, with parameter $\tau$, by $dr/d\tau=\partial G/\partial p_r$ and $d\theta/d\tau=\partial G/\partial p_\theta$. The first two terms are then the change of $p_\theta$ along the ray, and

$$\frac{dp_\theta}{d\tau}=-\frac{\partial G}{\partial\theta}=0. \tag{11}$$

The quantity $p_\theta=rk_\theta$ is the optical counterpart of angular momentum, and it is conserved because $G$ does not contain $\theta$. Call its value $m$. The local period along the circle is $2\pi/|k_\theta|=2\pi r/|m|$, which is (5) again. A ray that moves inwards must raise $k_\theta$ as $1/r$ to keep $rk_\theta$ fixed, and this is the compression of the pattern.

### Why the signs matter

Solving (10) for the radial wave number gives

$$k_r^2=\varepsilon_\theta\left(k_0^2-\frac{m^2}{r^2\varepsilon_r}\right). \tag{12}$$

For $\varepsilon_r<0<\varepsilon_\theta$ both terms are positive, and $k_r$ is real for every $m$ at every radius. If both permittivities are positive, $k_r$ is real only for $|m|<k_0r\sqrt{\varepsilon_r}$. A ray of higher order turns back before it reaches the radius $r$, and a decaying field is all that goes further.

In the example, changing $\varepsilon_r$ from $-19.2$ to $+19.2$ with all else fixed puts this cutoff at $0.0172\times240\times\sqrt{19.2}\approx18$ on the inner surface. Order 12 would still propagate, since a large positive $\varepsilon_r$ also helps. In the lossless uniform ring the negative sign becomes decisive for finer patterns. Numerical integration of the lossless radial equation for the orders 60 to 80 gives $|T_m|$ of at least 0.77 with the negative sign and at most 0.0043 with the positive one. These numbers describe the ideal medium only. With the loss of the example the same orders arrive with $|T_m|$ between 0.08 and 0.17, and through films of 10 nm with $|T_m|$ below 0.04.

### Where a packet lands

The ray follows the energy. By (1), a wave with radial wave number $k_r$ has $E_\theta=k_rH/(\omega\varepsilon_0\varepsilon_\theta)$ and $E_r=-k_\theta H/(\omega\varepsilon_0\varepsilon_r)$. The mean power flow has the components

$$\tfrac12\mathrm{Re}(E_\theta H^*)=\frac{k_r|H|^2}{2\omega\varepsilon_0\varepsilon_\theta},\qquad -\tfrac12\mathrm{Re}(E_rH^*)=\frac{k_\theta|H|^2}{2\omega\varepsilon_0\varepsilon_r}$$

along $r$ and $\theta$. Their ratio agrees with the ray slope from (10),

$$r\frac{d\theta}{dr}=r\,\frac{m/(r^2\varepsilon_r)}{k_r/\varepsilon_\theta}=\frac{\varepsilon_\theta k_\theta}{\varepsilon_rk_r}.$$

Power runs inwards when $k_r<0$. Along the circle it runs against $k_\theta$, because $\varepsilon_r<0$.

Take $m>0$ and $k_r=-K$ with $K>0$. Then $d\theta/dr=\varepsilon_\theta m/(|\varepsilon_r|r^2K)$ is positive, so the angle falls as the ray moves inwards. With the length $A=m/(k_0\sqrt{|\varepsilon_r|})$, equation (12) reads $K=k_0\sqrt{\varepsilon_\theta}\,\sqrt{r^2+A^2}/r$, and the slope becomes

$$\frac{d\theta}{dr}=s\,\frac{A}{r\sqrt{r^2+A^2}}=-s\,\frac{d}{dr}\,\mathrm{arsinh}\frac Ar .$$

The packet thus drifts from $b$ to $a$ through an angle of magnitude

$$\Theta_m=s\left[\mathrm{arsinh}\frac Aa-\mathrm{arsinh}\frac Ab\right]. \tag{13}$$

For $m<0$ the drift has the opposite sense. The bracket grows with $A$, since its derivative $1/\sqrt{a^2+A^2}-1/\sqrt{b^2+A^2}$ is positive. For large $A$, $\mathrm{arsinh}(A/a)\approx\ln(2A/a)$, and the bracket tends to $\ln(b/a)$. Hence $\Theta_m<sL$, and the limit $sL$ is the turning angle of the small ring.

The drift can be compared with the full wave equation. Inward running waves of the ring are Hankel functions $H^{(2)}_\nu(\kappa r)$ of imaginary order $\nu=ims$, with $\kappa=k_0\sqrt{\varepsilon_\theta}$. A sum of such waves with a Gaussian distribution of orders around 40, summed numerically, has its centre of intensity displaced by 0.0836 rad. Equation (13) gives 0.0837 rad for $m=40$.

At $m=12$ the drift is 0.043 rad, or $240\times0.043\approx10$ nm on the inner surface. A narrow mask line contains positive and negative orders, whose packets move apart. The separation stays small compared with the line if $a\Theta_m$ is small for all the orders that form it. For $A\ll a$, (13) becomes

$$\Theta_m\approx\frac{\sqrt{\varepsilon_\theta}\,m}{k_0|\varepsilon_r|}\left(\frac1a-\frac1b\right),$$

so at fixed radii, wavelength and order, a small $\varepsilon_\theta$ and a large $|\varepsilon_r|$ reduce it.

### From rays back to the transfer factor

The rays also give an approximate $T_m$ once amplitude and reflection are added. In the variable $u=\ln(r/a)$ the radial equation (4) is $F_{uu}+p^2F=0$ with $p=r|k_r|$. Put $F=Be^{\pm i\phi}$ with $\phi_u=p$. The terms $\pm i(2pB_u+p_uB)$ must vanish when $B_{uu}$ is neglected, so $(pB^2)_u=0$ and $B\propto p^{-1/2}$. This requires $p_u\ll p^2$.

Let $\Phi=\int_0^Lp\,du$, and let $p_a$, $p_b$ be the values of $p$ at the two surfaces. The core demands $F_u=(\varepsilon_\theta/\varepsilon_c)D_mF$ at $u=0$. Let $\phi=0$ at $u=0$ and drop $p_u/2p$ beside $p$. The combination of the two waves with this slope is then $F=F(a)\sqrt{p_a/p}\,[\cos\phi+(\varepsilon_\theta D_m/\varepsilon_cp_a)\sin\phi]$. At $u=L$, where $\phi=\Phi$ and $p=p_b$, the ratio $F(a)/F(b)$ is

$$T_m\approx\frac{\sqrt{p_b/p_a}}{\cos\Phi+\dfrac{\varepsilon_\theta D_m}{\varepsilon_cp_a}\sin\Phi}. \tag{14}$$

For the small ring $p=ms$, $\Phi=msL$ and $D_m\approx m$, and (8) returns.

For the example at $m=12$, $p^2=0.40\,[(k_0r)^2+7.5]$ and $p_u=0.40(k_0r)^2/p$. At $r=a$, where $(k_0r)^2=17$, this gives $p\approx3.1$ and $p_u/p^2\approx0.2$. The ray picture is therefore only approximate at this order: without loss (14) gives $T_{12}=-1.55$ where the radial equation gives $-1.61$, and the Hankel waves drift by 0.041 rad where (13) gives 0.043. The values of $T_m$ quoted for the lens come from the radial equation itself.

### When the whole pattern is copied

By (6), an arbitrary pattern is copied, up to a common factor, if $T_m$ has the same magnitude and phase for all its orders. Drift, reflection at the core and loss all make $T_m$ depend on $m$. Consider the mask field $\cos12\theta+\tfrac12\cos24\theta$ in the effective medium with loss. Films of 10 nm change order 24 strongly, as shown further below, so the numbers here illustrate the effect and do not predict the image of a film lens. The computed ratio is $T_{24}/T_{12}=0.52+0.12i$, of magnitude 0.54, so the second harmonic arrives with the relative amplitude 0.27 instead of 0.50.

A normalized overlap of mask and image, equal to 1 for a perfect copy, is

$$\frac{|1+0.25(0.52+0.12i)|}{\sqrt{1+0.25}\,\sqrt{1+0.25(0.54)^2}}\approx0.98 .$$

The overlap is high although the harmonic has lost nearly half its relative amplitude, because the fundamental dominates both patterns. The period has shrunk by one half, but the line shape has been softened.

### What the resist records

A resist that responds to the electric field records $|\mathbf E|^2$, not $|H|^2$. In the core, (1) with equal permittivities gives $|\mathbf E|^2\propto|\nabla H|^2$. For $H\propto J_N(k_0\sqrt{\varepsilon_c}\,r)\cos N\theta$, at $r=a$ and after division by $J_N^2/a^2$,

$$|\mathbf E|^2\propto N^2\sin^2N\theta+D_N^2\cos^2N\theta .$$

The double-angle formulas turn this into

$$|\mathbf E|^2\propto1-V\cos2N\theta,\qquad V=\frac{N^2-D_N^2}{N^2+D_N^2}. \tag{15}$$

The fringe period is $\pi a/N$, half the field period: $126/2\approx63$ nm. Two plane waves in the same resist can make no fringe finer than $365/(2\times1.7)=107$ nm. The lens passes below this because order 12 exceeds $x=7.0$, so its field in the core is evanescent. Outside the lens, order 12 propagates at $r=b$ if the refractive index there exceeds $12/(k_0b)=1.45$.

The contrast is the price. With $D_{12}=9.955$, $D_{12}^2=99.1$ and

$$V=\frac{144-99.1}{144+99.1}=0.18 .$$

The highest dose is $N^2/D_N^2=144/99.1\approx1.45$ times the lowest. Since $V>0$, the dose peaks where $H$ vanishes. $V$ depends on $N$ and on the core, not on the ring, so within this model a better ring does not raise it. The angular mean of $|\mathbf E|^2$, evaluated from the Bessel functions, falls to $1/e$ of its surface value at a depth of 13 nm, where $V$ has dropped to 0.16.

### Beside a real device

The permittivities are rough values for silver and alumina near 365 nm, and the resist index is a rough value too. Films of 10 nm, 24 in all, are thin for smooth silver, and roughness is left out. In this lens the finite film thickness changes $|T_m|$ more at order 24 than at order 12. The radial equation solved film by film gives the following $|T_m|$, depending on which material touches the resist:

| $m$ | effective medium | metal inside | dielectric inside |
|---|---|---|---|
| 12 | 1.26 | 1.24 | 1.04 |
| 24 | 0.67 | 0.98 | 0.33 |

At order 24 the effective medium is no longer a useful guide to amplitude. With metal inside and films of 1 nm and 0.5 nm, $T_{12}$ differs from its effective-medium value by 3.5% and 1.8% of that value, as expected if the error is proportional to thickness. These are differences of complex numbers, phase included. The closeness of 1.24 to 1.26 in the table concerns the magnitude alone and is no measure of this error.

Electrons also scatter at the film surfaces. With a rough Fermi speed $v_F=1.4\times10^6$ m/s, the extra width is estimated as $\hbar v_F/(10\text{ nm})=0.092$ eV. In the free-electron model at high frequency, the added imaginary permittivity is the squared plasma energy times this width, divided by the cubed photon energy. With a rough plasma energy of 9.0 eV and a photon energy of 3.40 eV it is $81\times0.092/39.3\approx0.19$. This raises the imaginary permittivity of the metal from 0.25 to about 0.44 and lowers $|T_{12}|$ in the effective medium from 1.26 to 0.89, by 29%.

A device may use an arc in place of a full ring, so that the mask and resist can be reached. The ends of the arc break the rotational symmetry and mix orders; that effect is not sized here. A 20% ripple $\cos3\theta$ in $\varepsilon_\theta$ shows what broken symmetry can do. A finite-difference solution over the whole disc, for a mask with orders $\pm5$ and $\pm12$ of unit amplitude, then contains inner-surface orders absent from the mask, with amplitudes up to about 0.21. Without the ripple they vanish to rounding error.

### What each derivation assumes

Both derivations assume a linear, local medium, a field that does not vary along the axis, and permittivities independent of $\theta$. From the last assumption both obtain the same conserved number, as the index of a Fourier term in one and as $rk_\theta$ in the other. Both therefore give the period ratio $a/b$. The signs of the permittivities do not enter this ratio, though, together with the order and the size of $\varepsilon_r$, they decide whether a ray reaches the inner surface.

The field derivation needs no short wavelength and admits loss. Its price is that the ring must be closed and concentric, and that the mask is represented by a fixed total field at $b$. If the incident wave were fixed instead, the amplitudes would change, but the order would still be conserved. It gives $T_m$, including reflection and resonance, but it does not show directly where a narrow feature goes.

The ray derivation assumes that the phase varies rapidly, $p_u\ll p^2$, and in the form used here that loss is absent. It fails at low orders when $k_0r\sqrt{\varepsilon_\theta}$ is of order one, because $p_u/p^2$ is then of order one too, and it sees the core only after reflection has been added as in (14). In return it is local: a packet that never meets the ends of an arc obeys (11) there as well. It also shows why a conserved order does not by itself guarantee a faithful image, since packets of opposite $m$ drift apart.
